Current conservation from Φ-derivable self-energies and its failure in one-shot schemes

A single electronic level sits between two wires held at different chemical potentials. After the transients have died out, its charge is constant, so the current entering from the left must leave on the right. Now let electrons of opposite spin on the level repel each other, and treat the repulsion by a second-order self-energy computed once from mean-field Green functions. For the junction specified below, the current per spin entering from the left is then 0.0645 and the current leaving on the right is 0.0806. The level emits more particles than it receives, and does so forever. Which part of the approximation supplies them, and what removes the fault?

**1. One level: currents and their balance**

Units are ħ = e = 1. Energies are measured in Γ = Γ_L + Γ_R, the total width the leads give the level. Currents are per spin, in units of Γ/ħ, and positive when particles enter the level. The state is steady and spin-symmetric, and no undamped bound state exists.

The Green function on the Keldysh contour is G(1,2) = −i⟨T c(1)c†(2)⟩, so that

G^<(t,t') = i⟨c†(t')c(t)⟩,  G^>(t,t') = −i⟨c(t)c†(t')⟩,
G^R − G^A = G^> − G^<.

Self-energies obey the same last relation. Functions of t − t' are transformed with f(ω) = ∫dt e^{iωt} f(t).

Lead α has modes d_k, coupled by V_k c†d_k + h.c. The current from it is I_α = −d⟨N_α⟩/dt = −i⟨[H,N_α]⟩. Since [c†d_k, d_k†d_k] = c†d_k and [d_k†c, d_k†d_k] = −d_k†c,

I_α = −i Σ_k (V_k⟨c†d_k⟩ − V_k*⟨d_k†c⟩).

The averages are equal-time mixed functions, ⟨c†d_k⟩ = −iG_kc^< and ⟨d_k†c⟩ = −iG_ck^<. The lead is noninteracting, so on the contour G_kc = g_k V_k* G and G_ck = G V_k g_k, with g_k the function of the isolated mode. Summing over k produces the lead self-energy Σ_α = Σ_k V_k g_k V_k*, and

I_α = −{[Σ_αG]^< − [GΣ_α]^<}(t,t).

The lesser part of a contour product is [AB]^< = A^R B^< + A^< B^A. At equal times in a steady state this becomes a frequency integral:

I_α = −∫dω/2π [Σ_α^R G^< + Σ_α^< G^A − G^R Σ_α^< − G^< Σ_α^A]
 = −∫dω/2π [(Σ_α^R − Σ_α^A)G^< − Σ_α^<(G^R − G^A)]
 = −∫dω/2π [(Σ_α^> − Σ_α^<)G^< − Σ_α^<(G^> − G^<)].

The products Σ_α^<G^< cancel, leaving

I_α = ∫dω/2π [Σ_α^< G^> − Σ_α^> G^<].  (1)

The first term is the filling of empty states and the second the emptying of filled ones. The interaction self-energy Σ has a term of the same form, the integrated collision term

C = ∫dω/2π [Σ^< G^> − Σ^> G^<].  (2)

The total self-energy is Σ_tot = Σ_L + Σ_R + Σ. The Keldysh equation for one level reads G^≷ = |G^R|² Σ_tot^≷, hence Σ_tot^<G^> − Σ_tot^>G^< = 0 at each frequency. Integration gives

I_L + I_R = −C.  (3)

This holds for any Σ used in both the Dyson and the Keldysh equation, good or bad. The unwanted particles therefore come from C. A collision between electrons should move them in energy without creating any, so C ought to vanish.

A static mean-field shift is real and has no lesser or greater part. It adds no term of its own to C, though it can change C through G when Σ has other parts.

**2. The second-order self-energy and a reversal of time**

For repulsion U between opposite spins, the second-order (second Born) self-energy has the components

Σ^>(t) = U² G^>(t)² G^<(−t),  Σ^<(t) = U² G^<(t)² G^>(−t).  (4)

Suppose first that the same G stands in (4) and in (2). Since ∫dω/2π A(ω)B(ω) = ∫dt A(t)B(−t),

∫dω/2π Σ^<G^> = U²∫dt G^<(t)² G^>(−t)²,
∫dω/2π Σ^>G^< = U²∫dt G^>(t)² G^<(−t)².

The substitution t → −t turns the second integral into the first, so C = 0. Each event scattering an electron into one energy is also counted as an event scattering one out of another.

In a one-shot calculation (4) is built from a reference G0, while the currents use the G that solves Dyson's equation with this Σ[G0]. Then

C = U²∫dt [G0^<(t)² G0^>(−t) G^>(−t) − G0^>(t)² G0^<(−t) G^<(−t)].

Reversing time in the second term gives G0^>(−t)² G0^<(t) G^<(t), which does not match the first unless G and G0 are suitably related. Three of the four lines of each event describe one distribution and the fourth describes another.

**3. Two limits in which the one-shot leak vanishes**

*Equilibrium.* With a common μ and inverse temperature β, G0^>(ω) = −e^{β(ω−μ)} G0^<(ω). In frequency space Σ^>(ω) is an integral over G0^>(ω₁) G0^>(ω₂) G0^<(ω₁+ω₂−ω). Exchanging < and > throughout produces three minus signs and the factor

e^{β(ω₁−μ)} e^{β(ω₂−μ)} e^{−β(ω₁+ω₂−ω−μ)} = e^{β(ω−μ)}.

Thus Σ^> = −e^{β(ω−μ)}Σ^<. The lead self-energies obey the same relation, and by the Keldysh equation so does G. The integrand of C then vanishes at every frequency. The currents of an equilibrium calculation cannot reveal the fault.

*Mirror and particle-hole symmetry together.* Take equal lead widths, even in ω, potentials μ_L = −μ_R, and the reference level at zero. Then f_R(−ω) = 1 − f_L(ω), which gives G0^>(ω) = −G0^<(−ω), or G0^>(t) = −G0^<(−t). Inserting this in (4) gives Σ^>(t) = −Σ^<(−t). Hence Σ^> − Σ^< is even in ω, Re Σ^R is odd, |G^R|² is even, and G^>(ω) = −G^<(−ω). Therefore

∫dω Σ^<(ω)G^>(ω) = ∫dω Σ^>(−ω)G^<(−ω) = ∫dω Σ^>(ω)G^<(ω),

and C = 0.

Mirror symmetry alone is not enough. Reflection maps the junction at bias V = μ_L − μ_R onto itself at −V with the leads exchanged, so it makes I_L + I_R even in V but does not make it zero. The asymmetry that matters can lie in the level position as well as in the contacts.

**4. The order at which the leak begins**

Hold G0 fixed and write Σ[G0] = U²s. To first order in this self-energy G = G0 + U²g₁ with

g₁^≷ = G0^R s^≷ G0^A + G0^R s^R G0^≷ + G0^≷ s^A G0^A.

Expand (3) in powers of U². At order U² the collision term contains s and G0, which is (2) with the same function everywhere, and vanishes by Section 2. The truncated series G0 + G0Σ[G0]G0 therefore conserves current. At the next order

I_L + I_R = k U⁴ + …,  k = −∫dω/2π [s^< g₁^> − s^> g₁^<].  (5)

So the second-order diagram itself is not at fault. The leak arises because Dyson's equation repeats the diagram inside G while the lines inside Σ remain G0.

A second consequence concerns small bias. Let the two lead widths have the same frequency dependence. The reference function is then G0^< = iA0F0, G0^> = −iA0(1−F0), where A0 does not depend on the bias and

F0 = (Γ_L f_L + Γ_R f_R)/Γ.

To first order in μ_L and μ_R, F0 is a Fermi function with the single potential (Γ_Lμ_L + Γ_Rμ_R)/Γ. The lead self-energies depend on the bias through the same F0, so at this order C is that of an equilibrium system, which is zero. With a fixed reference level, the leak of this one-level model has no term linear in V. The argument needs both leads to act on the same orbital through one F0; with several sites a linear term is allowed.

**5. From one level to any Φ-derivable self-energy**

The reversal of time in Section 2 was a trick for one diagram. The general reason is particle conservation at each vertex.

Let the central region have many orbitals, with G and Σ matrices. Let Φ[G] be a sum of closed skeleton diagrams with an instantaneous, number-conserving interaction, and let

Σ(1,2) = δΦ/δG(2,1).

Change the phase by a real function Λ(z) of contour time:

G(1,2) → e^{iΛ(z₁)} G(1,2) e^{−iΛ(z₂)}.

At each interaction time as many lines begin as end. The phases cancel there, and Φ does not change. For infinitesimal Λ, δG(2,1) = i[Λ(z₂) − Λ(z₁)]G(2,1), so

0 = δΦ = i∫∫ Tr Σ(1,2)G(2,1)[Λ(z₂) − Λ(z₁)].

Rename z₂ = z, z₁ = z' in the first part and z₁ = z, z₂ = z' in the second:

0 = i∫dz Λ(z) Tr∫dz' [G(z,z')Σ(z',z) − Σ(z,z')G(z',z)].

Since Λ(z) is arbitrary, the bracket integrated over z' has zero trace at each z:

Tr∫dz' [Σ(z,z')G(z',z) − G(z,z')Σ(z',z)] = 0.  (6)

This is the quantity {[ΣG]^< − [GΣ]^<}(t,t) met in Section 1, now under a trace. The same three lines of algebra apply, with the cyclic property of the trace replacing the free ordering of numbers. They give

C = ∫dω/2π Tr[Σ^<G^> − Σ^>G^<] = 0.  (7)

Equation (3) must also survive for matrices. From G^< = G^RΣ_tot^<G^A, with h the static one-particle matrix,

(ω − h − Σ_tot^R)G^< = Σ_tot^<G^A,
G^<(ω − h − Σ_tot^A) = G^RΣ_tot^<.

Subtract and take the trace. The terms with ω − h cancel, and

Tr[(Σ_tot^R − Σ_tot^A)G^< − Σ_tot^<(G^R − G^A)] = 0.

Replacing the differences by greater minus lesser gives Tr[Σ_tot^>G^< − Σ_tot^<G^>] = 0 at each frequency. Thus the lead currents sum to −C, and (7) makes the sum zero. The proof uses one G throughout: the G inside Σ[G] must be the G that solves the Dyson and Keldysh equations.

*Return to second Born.* Let

Φ = (U²/2)∫∫ G↑(1,2)G↑(2,1)G↓(1,2)G↓(2,1).

A given G↑(2,1) occurs twice, once after exchanging the labels. The two equal terms cancel the factor ½, giving Σ↑(1,2) = U²G↑(1,2)G↓(1,2)G↓(2,1). Its greater part is (4).

*GW.* Let v act between opposite spins only, and define

P(1,2) = −iG(1,2)G(2,1) for each spin,  W = v + vPW,
Φ = ½ Tr ln(1 − vP).

Then δΦ = −½Tr[(1−vP)⁻¹v δP] = −½Tr[W δP]. Inserting δP = −i[δG(1,2)G(2,1) + G(1,2)δG(2,1)] gives two terms, equal because W(1,2) = W(2,1). Their sum yields Σ = iGW, with W taken between equal spins. This GW is Φ-derivable too. G0W0 keeps P, W and the explicit G in Σ at G0, so (7) does not cover it. Full self-consistency is not needed for the current, however. Keep W0 = W[G0] fixed and iterate only the explicit G (GW0). Then Σ = iGW0 is the derivative of Φ = (i/2)∫∫G(1,2)G(2,1)W0(1,2), in which the phases still cancel at both ends, and (7) holds.

For one level, the even and odd spin combinations see v = +U and v = −U. Their screened interactions are w_± = ±U/(1 ∓ UP^R), and from W⁻¹ = v⁻¹ − P one has w_±^≷ = |w_±|²P^≷. The equal-spin W is half the sum of the two. To lowest order it is U²P, and iG·U²·(−iGG) = U²GGG is second Born again. The next term in Σ is of order U⁴ and comes from its own part of Φ, so its collision term with G0 vanishes. Hence this G0W0 has the same coefficient k in (5) as one-shot second Born. If v is instead taken equal to U between all spins, W = U/(1 − 2UP^R), there is no odd channel, the lowest correlation term is 2U²GGG, and k is four times larger. All GW numbers below refer to the opposite-spin form.

**6. Numbers for an asymmetric junction**

Each lead is a semi-infinite chain with half-bandwidth D = 6 and hopping D/2. Its end-site function satisfies g = 1/(ω − D²g/4). For x = ω/D inside the band, the retarded root is g = (2/D)(x − i√(1−x²)). A squared coupling Γ_αD/4 to the level gives

Σ_α^R = (Γ_α/2)(x − i√(1−x²)),
Σ_α^< = iγ_αf_α,  Σ_α^> = −iγ_α(1−f_α),  γ_α = Γ_α√(1−x²).

The parameters are Γ_L = 0.8, Γ_R = 0.2, μ_L = 1, μ_R = −1, temperature 0.1 and U = 2. The bands stay fixed; the bias is a difference in filling. The reference level, which includes the Hartree shift of G0, is 0.5.

Products in time were formed by fast Fourier transform from 8192 frequencies between −120 and 120, and retarded parts by keeping positive times. Self-consistent solutions were reached by repeated mixing of old and new self-energies until they differed by less than 10⁻¹⁰. In these runs the Hartree shift also follows the changing occupation.

Without the self-energy, the current is 0.1049 on both sides. With it:

one-shot second Born: I_L = 0.0645, I_R = −0.0806
G0W0: I_L = 0.0433, I_R = −0.0669
self-consistent second Born: I_L = 0.0868, I_R = −0.0868
self-consistent GW: I_L = 0.0815, I_R = −0.0815

For one-shot second Born, I_L + I_R = 0.0645 − 0.0806 = −0.0161, while the collision integral (2) is +0.0161, as (3) requires. The mean current is (0.0645 + 0.0806)/2 = 0.0726, so the leak is 22 % of it. For G0W0 the leak is −0.0237, or 43 % of the mean. If Γ is 10 meV, the two leaks are 39 nA and 58 nA per spin. "The current" of such a calculation depends on the contact at which it is read.

In the self-consistent runs the sum is about −3·10⁻¹¹, a remainder of the stopped iteration. The two conserving currents still differ by 0.0053, about 6 % of the second-Born value. Conservation removes an inconsistency; it does not make either approximation an exact solution of the model.

The leak is larger in this opposite-spin G0W0 than in second Born here, although the even (charge) channel is screened: at zero frequency its denominator is 1 − UP^R(0) = 1.68. The odd (spin) channel is amplified instead. Its denominator is 1 + UP^R(0) = 0.32, so at zero frequency its interaction is about three times the bare one. These numbers do not tell how much of the difference between G0W0 and second Born comes from this channel.

Equation (5), evaluated directly, gives k = −0.00341. The leak as U varies at fixed reference level is:

U = 0.5: second Born −0.000195, G0W0 −0.000213
U = 1.0: second Born −0.00242, G0W0 −0.00325
U = 1.5: second Born −0.0083, G0W0 −0.0135
U = 2.0: second Born −0.0161, G0W0 −0.0237

At U = 0.5 the leading term is −0.00341 × 0.0625 = −0.000213. At U = 2 it would be −0.00341 × 16 = −0.055, well above both computed magnitudes, so higher orders matter there. Between U = 0.025 and 0.05 the leak grows with a power of U within about 0.001 of four in both schemes.

The symmetry argument can be followed at U = 2 and the same bias. With equal widths of 0.5 and the level at zero, both leaks vanish. Moving the level to 0.5, with the contacts still equal, gives −0.0188 for second Born and −0.0227 for G0W0. Restoring the level to zero but taking widths 0.8 and 0.2 gives −0.0047 and −0.0074. In these examples the displaced level does more harm than the unequal contacts.

For small bias, the part of the second-Born leak odd in V was computed in the main junction at temperature 0.3. Between V = 0.02 and 0.04 it grows as V to the power 3.00. A linear term would have given a power of one.

**7. Two sites: where the particles appear**

With a repulsion between densities on given sites, each site at each vertex has as many incoming as outgoing lines. The phase in Section 5 may then differ from site to site, and (6) holds for each diagonal element without the trace. The collision contribution to site i,

C_i = −{[ΣG]^< − [GΣ]^<}_ii(t,t),

vanishes separately. An interaction that moves electrons between orbitals protects in general only the sum.

Take site 1 attached to the left lead and site 2 to the right. With ρ_ij = ⟨c_j†c_i⟩, the one-particle part of the motion is dρ/dt = −i[h,ρ], so the current along the bond from 1 to 2 is

J = i(h₁₂ρ₂₁ − ρ₁₂h₂₁).

Steady occupations require

0 = I_L − J + C₁,  0 = J + I_R + C₂.

In the earlier energy unit, let the reference levels be −0.2 and 0.5, the hopping element −0.5, the lead widths 0.8 and 0.4, and U = 1 on each site, with bias and temperature as before. One-shot second Born gives

I_L = 0.12829,  J = 0.12763,  I_R = −0.13079.

Hence C₁ = 0.12763 − 0.12829 = −0.00066 and C₂ = 0.13079 − 0.12763 = 0.00316. Particles are lost on the first site and created on the second; the net production is 0.00250. Because the local terms have opposite signs, the total is smaller than the production on the second site alone. Self-consistent second Born gives 0.13003 at the left contact, on the bond and at the right contact.

The proof does not promise that the iteration converges. It says only that a self-consistent solution, once reached, conserves the current.

**8. What the proof requires**

Starting from a Φ-derivable diagram is not sufficient. If iteration stops early, Σ belongs to the previous G and (7) need not hold; a remaining I_L + I_R then reveals the mismatch, though a symmetry such as that of Section 3 can hide it. A self-energy that is not a derivative of an invariant Φ has no protection from this argument, even when iterated to convergence, though it may conserve current for another reason. If an undamped bound state exists, the Keldysh equation used here lacks a term that remembers the initial occupation, and the steady-state balance must be derived anew.
